\section*{Finite-size energy of a periodic Gaussian charge under anisotropic screening, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one charge to a lattice of charges}

A charged defect in a crystal is often computed in a supercell, which repeats the defect periodically. The repeated charges interact with one another and with the background that keeps the cell neutral, and this interaction has to be removed to reach the isolated defect. This problem treats the electrostatic part of that task for a charge of finite width in a medium whose screening depends on direction.

\paragraph{Setting.} Atomic units are used in the algebra. The medium is linear and uniform, with a constant dielectric tensor $\varepsilon$ that is real, symmetric and positive definite. The potential $\phi$ of a charge density $\rho$ obeys
\begin{equation}
\nabla\cdot\varepsilon\nabla\phi=-4\pi\rho .
\label{poisson}
\end{equation}
The charge $q$ has a Gaussian density with covariance $s^2\varepsilon$,
\begin{equation}
\rho(\mathbf r)=\frac{q}{(2\pi)^{3/2}s^3D}\,
\exp\!\left(-\frac{\mathbf r\cdot\varepsilon^{-1}\mathbf r}{2s^2}\right),
\qquad D=\sqrt{\det\varepsilon}.
\label{rho}
\end{equation}
It is therefore broader along directions of strong screening: along a principal axis with dielectric constant $\varepsilon_i$, its standard deviation is $s\sqrt{\varepsilon_i}$.

The energy is the work needed to assemble the charge in the linear medium, $E=\frac12\int\rho\phi\,d^3r$. For the isolated charge, $\phi$ vanishes at infinity. In the periodic system the charge is repeated at all lattice vectors $\mathbf R$ of a cell of volume $V$, a uniform background of density $-q/V$ is added, and the cell average of $\phi$ is set to zero. With this choice the background contributes nothing to the energy, because its density is constant and multiplies a potential of zero average.

\subsection*{(a) The isolated charge}

\textit{Find the potential and the energy $E_{\rm iso}$ of the isolated Gaussian.}

\paragraph{Solution.} Let $A$ be the symmetric positive square root of $\varepsilon$, so that $A^2=\varepsilon$ and $\det A=D$. New coordinates $\mathbf x$ are defined by $\mathbf r=A\mathbf x$. The chain rule gives $\nabla_{\mathbf x}=A\nabla_{\mathbf r}$, and hence
\begin{equation}
\nabla_{\mathbf x}^2=\nabla_{\mathbf r}\cdot A^2\nabla_{\mathbf r}
=\nabla_{\mathbf r}\cdot\varepsilon\nabla_{\mathbf r},
\qquad d^3r=D\,d^3x .
\label{map}
\end{equation}
The anisotropic operator has become the ordinary Laplacian. Distances in the new coordinates are
\begin{equation}
d(\mathbf r)=|\mathbf x|=\sqrt{\mathbf r\cdot\varepsilon^{-1}\mathbf r},
\end{equation}
which will be called metric distances. Let
\begin{equation}
g_a(\mathbf x)=\frac{e^{-x^2/2a^2}}{(2\pi)^{3/2}a^3}
\end{equation}
be the normalized spherical Gaussian with variance $a^2$ along each axis. Equation \eqref{rho} then reads $\rho=(q/D)\,g_s(\mathbf x)$. The covariance was chosen so that the charge is a sphere in these coordinates.

For a spherical potential, $\nabla_{\mathbf x}^2\phi=(x\phi)''/x$. With $u=x\phi$, Poisson's equation becomes
\begin{equation}
u''=-4\pi x\,\frac qD\,g_s(x)
=-\frac qD\sqrt{\frac2\pi}\,\frac{x}{s^3}\,e^{-x^2/2s^2},
\end{equation}
because $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$. One integration, with $u'\to0$ at infinity, gives
\begin{equation}
u'=\frac qD\sqrt{\frac2\pi}\,\frac1s\,e^{-x^2/2s^2}.
\end{equation}
A second one, with $u(0)=0$ so that $\phi$ is finite at the centre, gives $u=(q/D)\,{\rm erf}(x/\sqrt2s)$. Therefore
\begin{equation}
\phi_{\rm iso}(\mathbf r)=\frac{q}{D}\,
\frac{{\rm erf}(d/\sqrt2\,s)}{d}.
\label{phiiso}
\end{equation}
Far away this is $q\,w(\mathbf r)$, where
\begin{equation}
w(\mathbf r)=\frac{1}{D\,d(\mathbf r)}
\label{w}
\end{equation}
is the potential of a unit point charge in the medium.

For the energy, one factor $D$ from the volume element cancels one of the two factors $1/D$:
\begin{align}
E_{\rm iso}&=\frac{q^2}{2D}\int g_s(x)\,
\frac{{\rm erf}(x/\sqrt2s)}{x}\,d^3x\nonumber\\
&=\frac{q^2}{2D}\sqrt{\frac2\pi}\,\frac1{s^3}
\int_0^\infty x\,e^{-x^2/2s^2}\,{\rm erf}\!\left(\frac{x}{\sqrt2s}\right)dx .
\end{align}
The remaining integral is done by parts. The function $-s^2e^{-x^2/2s^2}$ is an antiderivative of $xe^{-x^2/2s^2}$, and the boundary terms vanish at both ends. The derivative of the error function is $\sqrt{2/\pi}\,e^{-x^2/2s^2}/s$, so the integral equals
\begin{equation}
s\sqrt{\frac2\pi}\int_0^\infty e^{-x^2/s^2}dx
=s\sqrt{\frac2\pi}\,\frac{s\sqrt\pi}{2}=\frac{s^2}{\sqrt2}.
\end{equation}
The result is
\begin{equation}
E_{\rm iso}=\frac{q^2}{2\sqrt\pi\,s\,D}.
\label{eiso}
\end{equation}
It diverges as $s\to0$, which is the usual infinite self-energy of a point charge. The comparison with the lattice has to remove this divergence.

\subsection*{(b) The periodic charge}

\textit{Express the energy per cell $E_{\rm per}$ as a sum over reciprocal lattice vectors $\mathbf G$, and show that it equals the interaction of periodic point charges with one Gaussian. What is the covariance of that Gaussian?}

\paragraph{Solution.} For any $\mathbf G$ the phase is $\mathbf G\cdot\mathbf r=(A\mathbf G)\cdot\mathbf x$. The Fourier transform of $g_s$ at wave vector $\mathbf p$ is $e^{-s^2p^2/2}$, and here $p^2=|A\mathbf G|^2=\mathbf G\cdot\varepsilon\mathbf G$. Thus
\begin{equation}
\int\rho(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r
=q\,e^{-s^2\mathbf G\cdot\varepsilon\mathbf G/2}.
\label{rhog}
\end{equation}
The periodic density has Fourier coefficients equal to this expression divided by $V$. The background cancels the coefficient at $\mathbf G=0$ and leaves the others unchanged. On a plane wave, $\nabla\cdot\varepsilon\nabla$ acts as $-\mathbf G\cdot\varepsilon\mathbf G$, so equation \eqref{poisson} gives
\begin{equation}
\phi_{\rm per}(\mathbf r)=\frac{4\pi q}{V}\sum_{\mathbf G\ne0}
\frac{e^{-s^2\mathbf G\cdot\varepsilon\mathbf G/2}}
{\mathbf G\cdot\varepsilon\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
The omitted term at $\mathbf G=0$ expresses the zero average.

The energy per cell is half the integral over one cell of the full periodic density times $\phi_{\rm per}$. Since $\phi_{\rm per}$ is periodic, this equals half the integral over all space of a single Gaussian times $\phi_{\rm per}$. Using \eqref{rhog} once more,
\begin{equation}
E_{\rm per}=\frac{2\pi q^2}{V}\sum_{\mathbf G\ne0}
\frac{e^{-s^2\mathbf G\cdot\varepsilon\mathbf G}}
{\mathbf G\cdot\varepsilon\mathbf G}.
\label{eper}
\end{equation}
Two Gaussian factors have combined, one from the charge that creates the potential and one from the charge that feels it.

Now let $v_{\rm per}$ be the zero-average potential of unit point charges on the same lattice with their background,
\begin{equation}
v_{\rm per}(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}
\frac{e^{i\mathbf G\cdot\mathbf r}}{\mathbf G\cdot\varepsilon\mathbf G},
\label{vper}
\end{equation}
understood as the Fourier series of that potential. Let $h(\mathbf r)$ be a normalized Gaussian whose transform is $e^{-s^2\mathbf G\cdot\varepsilon\mathbf G}$. Comparison with \eqref{rhog} shows that its covariance is $2s^2\varepsilon$. Multiplying \eqref{vper} by $h$ and integrating reproduces \eqref{eper}:
\begin{equation}
E_{\rm per}=\frac{q^2}{2}\int h(\mathbf r)\,v_{\rm per}(\mathbf r)\,d^3r .
\label{pairper}
\end{equation}
This has a simple statistical reading. The interaction of two charge clouds depends on the separation of a point in one from a point in the other, and the covariances of two independent positions add.

The same argument holds for the isolated charge, with $w$ in place of $v_{\rm per}$:
\begin{equation}
E_{\rm iso}=\frac{q^2}{2}\int h(\mathbf r)\,w(\mathbf r)\,d^3r .
\label{pairiso}
\end{equation}
As a check, in the coordinates $\mathbf x$ the function $h$ becomes $g_a$ with $a=\sqrt2\,s$, and the mean of $1/x$ over $g_a$ is
\begin{equation}
\sqrt{\frac2\pi}\,\frac1{a^3}\int_0^\infty x\,e^{-x^2/2a^2}dx
=\sqrt{\frac2\pi}\,\frac1a=\frac{1}{\sqrt\pi\,s}.
\end{equation}
Multiplication by $q^2/2D$ gives \eqref{eiso} again.

\subsection*{(c) Removing the self-interaction}

\textit{Define the Madelung energy of the corresponding point charges, and write the shift $E_{\rm per}-E_{\rm iso}$ as an average of a potential that is smooth at the origin. Which differential equation does this potential obey?}

\paragraph{Solution.} Near the origin $v_{\rm per}$ diverges like $w$. The difference
\begin{equation}
v_{\rm reg}(\mathbf r)=v_{\rm per}(\mathbf r)-w(\mathbf r)
\label{vreg}
\end{equation}
is the potential made by the image charges and the background, without the central charge. The Madelung energy of the point charges is
\begin{equation}
E_{\rm M}=\frac{q^2}{2}\,v_{\rm reg}(0).
\label{em}
\end{equation}
The factor one half shares each pair interaction between its two partners. The tensor $\varepsilon$ enters through $v_{\rm reg}$, and $s$ does not enter at all.

Subtracting \eqref{pairiso} from \eqref{pairper} gives
\begin{equation}
E_{\rm per}-E_{\rm iso}=\frac{q^2}{2}\int h(\mathbf r)\,v_{\rm reg}(\mathbf r)\,d^3r .
\label{average}
\end{equation}
The divergence at small $s$ has disappeared. As $s\to0$ the Gaussian $h$ shrinks to a point and the shift tends to $E_{\rm M}$.

For the differential equation, the point-charge potentials obey
\begin{align}
\nabla\cdot\varepsilon\nabla v_{\rm per}&=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big],\\
\nabla\cdot\varepsilon\nabla w&=-4\pi\,\delta(\mathbf r).
\end{align}
Their difference is
\begin{equation}
\nabla\cdot\varepsilon\nabla v_{\rm reg}
=\frac{4\pi}{V}-4\pi\sum_{\mathbf R\ne0}\delta(\mathbf r-\mathbf R).
\label{pdereg}
\end{equation}
Around the origin the right side is the constant $4\pi/V$, which comes from the background. Its value does not depend on $\varepsilon$.

\subsection*{(d) The average in closed form}

\textit{Average $v_{\rm reg}$ over a metric sphere, including spheres large enough to enclose images. Then average over the pair Gaussian and find the shift without approximation.}

\paragraph{Solution.} In the coordinates $\mathbf x$ the pair Gaussian is spherical, so the average can be taken first over a sphere $|\mathbf x|=t$ and then over $t$. Let $M(t)$ be the mean of $v_{\rm reg}$ over that sphere. Differentiating under the angular integral and using the divergence theorem,
\begin{equation}
\frac{dM}{dt}=\frac{1}{4\pi t^2}\int_{|\mathbf x|<t}\nabla_{\mathbf x}^2v_{\rm reg}\,d^3x .
\end{equation}
Under $\mathbf r=A\mathbf x$ a delta function acquires a factor $1/D$. If $N(t)$ is the number of images with metric distance $d_R=d(\mathbf R)$ below $t$, equation \eqref{pdereg} gives
\begin{equation}
\frac{dM}{dt}=\frac{1}{4\pi t^2}\left[\frac{4\pi}{V}\,\frac{4\pi t^3}{3}
-\frac{4\pi}{D}N(t)\right]
=\frac{4\pi t}{3V}-\frac{N(t)}{D\,t^2}.
\end{equation}
The singularity at an image is weak enough for $M$ to remain continuous when the sphere crosses it. Integration from $M(0)=v_{\rm reg}(0)$ yields
\begin{equation}
M(t)=v_{\rm reg}(0)+\frac{2\pi t^2}{3V}
-\frac1D\sum_{0<d_R<t}\left(\frac1{d_R}-\frac1t\right).
\label{mt}
\end{equation}
Each image starts to contribute when the sphere reaches it. Inside the nearest image distance, the mean differs from the central value by the quadratic background term alone.

The pair Gaussian has variance $2s^2$ along each of the three axes of $\mathbf x$, so the mean of $t^2$ is $6s^2$. The background term therefore averages to
\begin{equation}
\frac{2\pi}{3V}\,6s^2=\frac{4\pi s^2}{V}.
\label{bg}
\end{equation}

For the image terms, the average needed is
\begin{equation}
J(d_R)=\int_{|\mathbf x|>d_R}g_{\sqrt2s}(\mathbf x)
\left(\frac1{d_R}-\frac1{|\mathbf x|}\right)d^3x .
\end{equation}
The integrand can be written for all $\mathbf x$ as $g_{\sqrt2s}\,[1/d_R-1/\max(d_R,|\mathbf x|)]$, since the bracket vanishes inside the sphere. A spherical shell of unit charge and radius $|\mathbf x|$ produces the potential $1/\max(d_R,|\mathbf x|)$ at distance $d_R$. The second part is thus the potential of a unit Gaussian of width $\sqrt2s$, which part (a) gives as ${\rm erf}(d_R/2s)/d_R$. Hence
\begin{equation}
J(d_R)=\frac{1-{\rm erf}(d_R/2s)}{d_R}=\frac{{\rm erfc}(d_R/2s)}{d_R}.
\end{equation}
All image terms have the same sign, so the sum over images and the average may be interchanged. Inserting both averages in \eqref{average} gives
\begin{equation}
E_{\rm per}-E_{\rm iso}=E_{\rm M}+\frac{2\pi q^2s^2}{V}
-\frac{q^2}{2D}\sum_{\mathbf R\ne0}\frac{{\rm erfc}(d_R/2s)}{d_R}.
\label{result}
\end{equation}

The second term contains no explicit $\varepsilon$, because the covariance already does. In an isotropic medium with dielectric constant $\epsilon$, the actual standard deviation of the charge is $\sigma=s\sqrt\epsilon$, and the term becomes $2\pi q^2\sigma^2/(\epsilon V)$. At fixed physical width it is screened as one would expect.

\section{Range, origin and size of the terms}

\paragraph{Restatement.} The charge $q$ is Gaussian with covariance $s^2\varepsilon$, where $\varepsilon$ is the dielectric tensor and $D=\sqrt{\det\varepsilon}$. It is repeated on lattice vectors $\mathbf R$ with cell volume $V$. Metric distances are $d=\sqrt{\mathbf r\cdot\varepsilon^{-1}\mathbf r}$, equal to $|\mathbf x|$ for $\mathbf r=A\mathbf x$ with $A^2=\varepsilon$, and $w=1/(Dd)$ is the potential of a unit point charge. The zero-average periodic potential of unit point charges is $v_{\rm per}$, and $v_{\rm reg}=v_{\rm per}-w$. It obeys $\nabla\cdot\varepsilon\nabla v_{\rm reg}=4\pi/V$ away from the images. The first half found the shift \eqref{result}: the Madelung energy $E_{\rm M}=\frac12q^2v_{\rm reg}(0)$, the width term $2\pi q^2s^2/V$, and a sum over images, here called the remainder $\mathcal R$.

The shift between the periodic and isolated energies of the Gaussian charge has been found exactly, as the Madelung energy, a width term and a sum over images. It remains to estimate that sum, explain the width term, treat charges of other shapes, and work through a numerical example and its limits for a real defect.
